# Fourth and sixth momentum moments of hydrogenic bound states: verification in Python

```python
# Hydrogenic atom, Hartree atomic units, H = p^2/2 - Z/r, kappa = Z/n, E = -kappa^2/2.
# R = P(r) exp(-kappa r) (unnormalised, norm N), g = p^2 psi, w(p) = radial momentum density.
# Under test:
#  <p^4> = Z^4 (8n/(2l+1) - 3)/n^4
#  p^4 psi = pointwise part + 8 pi Z psi(0) delta^3(r)   (delta only for l = 0)
#  w(p) ~ p^(-2l-6); s states: w -> 32 Z^5/(pi n^3 p^6), so <p^6> diverges linearly
#  l >= 1: <p^6> = 8 <(E+Z/r)^3> + 4 Z^2 <r^-4>
#  1s mean of sqrt(c^4+c^2p^2)-c^2-p^2/2+p^4/(8c^2) = 64Z^5/(15 pi c^3) - 35Z^6/(16c^4) + ...
import numpy as np, sympy as sp, mpmath as mp
from scipy.integrate import quad
from scipy.special import spherical_jn
from scipy.constants import alpha, physical_constants

r, p, a = sp.symbols('r p a', positive=True)
nodes, weights = np.polynomial.legendre.leggauss(120)
theta, wtheta = (nodes + 1)*np.pi/4, weights*np.pi/4

def laplacian(Q, l, D):
    return sp.expand(D(D(Q)) + 2*D(Q)/r - l*(l + 1)*Q/r**2)

def exp_integral(expr, b):  # exact integral of polynomial * exp(-b r); rejects negative powers
    return sum(c*sp.factorial(m)/b**(m + 1) for (m,), c in sp.Poly(sp.expand(expr), r).terms())

def p6_cut(w, P):  # integral of p^6 w from 0 to P
    edges = np.concatenate(([0.0], np.geomspace(P*1e-5, P, 16)))
    return sum(quad(lambda x: x**6*w(x), lo, hi, epsabs=0, epsrel=1e-11)[0]
               for lo, hi in zip(edges[:-1], edges[1:]))

def analyse(Z, n, l):
    k = Z/n; E = -k**2/2; kf = float(k)
    P = sp.expand(r**l*sp.expand_func(sp.assoc_laguerre(n - l - 1, 2*l + 1, 2*k*r)))
    D = lambda Q: sp.diff(Q, r) - k*Q
    N = exp_integral(P**2*r**2, 2*k)
    mean = lambda f: exp_integral(f*P**2*r**2, 2*k)/N
    g = -laplacian(P, l, D)
    assert sp.expand(g - 2*(E + Z/r)*P) == 0
    c0 = sp.Poly(P, r).coeff_monomial(r**l)
    c1 = sp.Poly(P, r).coeff_monomial(r**(l + 1))
    assert c1 - k*c0 == -Z*c0/(l + 1)                       # cusp coefficient
    inv1, inv2 = mean(1/r), mean(1/r**2)
    assert inv1 == Z/n**2 and inv2 == 2*Z**2/(n**3*(2*l + 1))
    R0sq = c0**2/N if l == 0 else sp.Integer(0)
    if l == 0:
        assert R0sq == 2*Z*inv2 and R0sq == 4*Z**3/n**3
    formula = Z**4*(sp.Rational(8*n, 2*l + 1) - 3)/n**4
    assert exp_integral(g**2*r**2, 2*k)/N == formula
    p4P = -laplacian(g, l, D)
    pointwise = exp_integral(P*p4P*r**2, 2*k)/N
    delta = 2*Z*R0sq                                        # 8 pi Z |psi(0)|^2
    assert pointwise + delta == formula
    assert pointwise == (-3*Z**4/n**4 if l == 0 else formula)
    assert sp.Poly(sp.expand(r**2*(P*D(g) - g*D(P))), r).eval(0)/N == -delta
    # distributional p^4 psi probed with a smooth function r^l exp(-b r^2) Y_lm
    b = sp.Rational(3, 4); DG = lambda Q: sp.diff(Q, r) - 2*b*r*Q
    bilap_probe = laplacian(laplacian(r**l, l, DG), l, DG)
    side = []
    for ex in (bilap_probe*P*r**2, r**l*p4P*r**2):
        f = sp.lambdify(r, sp.expand(ex))
        side.append(quad(lambda x: f(x)*np.exp(-0.75*x*x - kf*x), 0, 15, limit=200,
                         epsabs=1e-10, epsrel=1e-11)[0])
    jump = float(2*Z*c0) if l == 0 else 0.0
    assert abs(side[0] - side[1] - jump) < 1e-8*(1 + abs(side[0]) + abs(side[1]))
    # momentum space
    base = 2**l*sp.factorial(l)*p**l/(a**2 + p**2)**(l + 1)
    G = sp.cancel(sp.together(sum(c*(-1)**(m - l + 1)*sp.diff(base, a, m - l + 1).subs(a, k)
                                  for (m,), c in sp.Poly(P, r).terms())))
    Pf, Gf = sp.lambdify(r, P), sp.lambdify(p, G)
    scale = quad(lambda x: abs(Pf(x))*np.exp(-kf*x)*x*x, 0, 60/kf, limit=200)[0]
    for q in (0.63*kf, 2.9*kf):
        direct = quad(lambda x: Pf(x)*np.exp(-kf*x)*x*x*spherical_jn(l, q*x), 0, 60/kf,
                      limit=400, epsabs=1e-11*scale, epsrel=1e-10)[0]
        assert abs(direct - Gf(q)) < 1e-8*scale
    num, den = [sp.Poly(t, p) for t in sp.fraction(sp.cancel(G*p**(l + 4)))]
    tail = 2**(l + 1)*sp.factorial(l)*Z*c0
    assert num.degree() == den.degree() and num.LC()/den.LC() == tail
    assert sp.Poly(num.as_expr() - tail*den.as_expr(), p).degree() <= den.degree() - 2
    wexpr = 2*G**2*p**2/(sp.pi*N)
    w = sp.lambdify(p, wexpr)
    pg = kf*np.tan(theta)
    moment = lambda m: float(np.sum(wtheta*kf/np.cos(theta)**2*pg**m*w(pg)))
    assert abs(moment(0) - 1) < 1e-10 and abs(moment(2)/kf**2 - 1) < 1e-10
    assert abs(moment(4)/float(formula) - 1) < 1e-10
    out = dict(E=E, inv1=inv1, inv2=inv2, psi0=R0sq/(4*sp.pi), formula=formula, mom4=moment(4),
               pointwise=pointwise, delta=delta, w=w, wexpr=wexpr)
    if l == 0:
        slope = 32*float(Z)**5/(np.pi*n**3); Pc = 1000*kf
        assert abs((p6_cut(w, 2*Pc) - p6_cut(w, Pc))/(Pc*slope) - 1) < 1e-4
        grad2 = sp.Poly(sp.expand(r**4*D(g)**2/N), r)
        lead = 16*Z**5/n**3
        assert grad2.eval(0) == lead
        assert grad2.coeff_monomial(r) - 2*k*grad2.eval(0) == 0   # no logarithm
        gf = sp.lambdify(r, grad2.as_expr())
        ball = lambda e: quad(lambda t: gf(np.exp(t))*np.exp(-2*kf*np.exp(t) - t), np.log(e),
                              np.log(60/kf), limit=300, epsabs=0, epsrel=1e-11)[0]
        assert abs((ball(1e-3) - ball(1e-2))/(900*float(lead)) - 1) < 1e-3
        out.update(slope=slope, ball=ball, lead=float(lead),
                   point6=exp_integral(-P*laplacian(p4P, l, D)*r**2, 2*k)/N)
        if n == 1:
            assert out['point6'] == 5*Z**6
    else:
        p6 = 8*mean((E + Z/r)**3) + 4*Z**2*mean(r**-4)
        assert exp_integral(D(g)**2*r**2 + l*(l + 1)*g**2, 2*k)/N == p6
        assert abs(moment(6)/float(p6) - 1) < 1e-10
        if (n, l) == (2, 1):
            assert p6 == sp.Rational(21, 64)*Z**6
        out.update(p6=p6, mom6=moment(6), inv3=mean(r**-3), inv4=mean(r**-4))
    return out

Li = {(n, l): analyse(sp.Integer(3), n, l) for n in range(1, 5) for l in range(n)}
for n in range(1, 4):
    for l in range(n):
        analyse(sp.Rational(7, 5), n, l)

# non-integer l: radial equation and the Hellmann-Feynman means
mp.mp.dps = 20
for nr, l in ((1, mp.mpf('0.3')), (2, mp.mpf('1.6'))):
    nu = nr + l + 1; k = 3/nu
    u = lambda x: x**(l + 1)*mp.exp(-k*x)*mp.laguerre(nr, 2*l + 1, 2*k*x)
    for x in (mp.mpf('0.4'), mp.mpf('2.3')):
        res = -mp.diff(u, x, 2)/2 + (l*(l + 1)/(2*x*x) - 3/x + k*k/2)*u(x)
        assert abs(res) < 1e-10*(1 + abs(u(x)))
    cuts = [0, 1/k, 5/k, 15/k, 60/k]
    norm = mp.quad(lambda x: u(x)**2, cuts)
    assert abs(mp.quad(lambda x: u(x)**2/x, cuts)/norm - 3/nu**2) < 1e-10
    assert abs(mp.quad(lambda x: u(x)**2/x**2, cuts)/norm - 18/(nu**3*(2*l + 1))) < 1e-10

# 1s: momentum cut-off expansion and relativistic remainder
Z = 3.0; s1 = Li[1, 0]
cut = {P: p6_cut(s1['w'], P) for P in (30.0, 300.0, 3000.0)}
assert abs((cut[3000.0] - s1['slope']*3000 + 35*Z**6)/(128*Z**7/(np.pi*3000)) - 1) < 1e-2
mp.mp.dps = 40
h = lambda x: mp.sqrt(1 + x*x) - 1 - x*x/2 + x**4/8
hred = lambda x: (np.sqrt(1 + x*x) + 3)/(8*(np.sqrt(1 + x*x) + 1)**3)
for x in (0.05, 1.3, 40.0):
    assert abs(float(h(mp.mpf(x)))/(x**6*hred(x)) - 1) < 1e-12 and hred(x) <= 1/16
hint = quad(hred, 0, np.inf, epsabs=1e-12, epsrel=1e-12)[0]
assert abs(hint - 2/15) < 1e-9
wmp = sp.lambdify(p, s1['wexpr'], 'mpmath')
def remainder(c):
    c = mp.mpf(c); f = lambda q: c*c*h(q/c)*wmp(q)
    inner = mp.quad(f, [0] + [c/10**j for j in range(5, -1, -1)])
    return float(inner + mp.quad(lambda t: f(c/t)*c/t**2, [0, 1]))
rem = {}
for c in (1/alpha, 10/alpha, 100/alpha):
    rem[c] = remainder(c)
    first, second = 64*Z**5/(15*np.pi*c**3), -35*Z**6/(16*c**4)
    assert abs(rem[c]/first - 1) < 2*Z/c
    assert abs(rem[c] - first - second) < 4*(Z/c)**2*first

meV = 1e3*physical_constants['Hartree energy in eV'][0]
print(f"Li2+: Z = {Z:.0f}, alpha = {alpha:.10f}, c = {1/alpha:.6f} a.u., 1 Eh = {meV/1e3:.6f} eV")
for name, key in (('1s', (1, 0)), ('2s', (2, 0)), ('2p', (2, 1))):
    s = Li[key]; v = lambda t: float(s[t])
    print(f"{name} E = {v('E'):.6f} Eh, <1/r> = {v('inv1'):.6f} a0^-1, <1/r^2> = {v('inv2'):.6f} a0^-2")
    print(f"{name} 4E^2, 8EZ<1/r>, 4Z^2<1/r^2> = {4*v('E')**2:.4f}, {8*v('E')*Z*v('inv1'):.4f}, "
          f"{4*Z*Z*v('inv2'):.4f} a0^-4")
    print(f"{name} |psi(0)|^2 = {v('psi0'):.6f} a0^-3")
    print(f"{name} <p^4> formula = {v('formula'):.6f}, momentum quadrature = {v('mom4'):.6f} a0^-4")
    print(f"{name} pointwise = {v('pointwise'):.6f}, delta term = {v('delta'):.6f} a0^-4")
    mv = -alpha**2*v('formula')/8
    print(f"{name} -alpha^2<p^4>/8 = {mv:.6e} Eh = {mv*meV:.4f} meV")
    print(f"{name} same from pointwise part only = {-alpha**2*v('pointwise')/8:.6e} Eh")
for name, key in (('1s', (1, 0)), ('2s', (2, 0))):
    print(f"{name} tail 32Z^5/(pi n^3) = {Li[key]['slope']:.4f}, 16Z^5/n^3 = {Li[key]['lead']:.1f} a0^-5")
for P, val in cut.items():
    print(f"1s P = {P:.0f} a0^-1: p^6 cut = {val:.1f}, minus slope*P = {val - s1['slope']*P:.1f}, "
          f"128Z^7/(pi P) = {128*Z**7/(np.pi*P):.1f} a0^-6")
print(f"1s -35 Z^6 = {-35*Z**6:.1f} a0^-6")
for e in (1e-1, 1e-2, 1e-3):
    print(f"1s eps = {e:g} a0: int |grad g|^2 = {s1['ball'](e):.1f}, 16Z^5/eps = {s1['lead']/e:.1f} a0^-6")
print(f"1s pointwise p^6 integral (not the mean) = {float(s1['point6']):.1f} a0^-6")
s = Li[2, 1]
print(f"2p <r^-3> = {float(s['inv3']):.6f} a0^-3, <r^-4> = {float(s['inv4']):.6f} a0^-4")
print(f"2p <p^6> position = {float(s['p6']):.6f}, momentum = {s['mom6']:.6f} a0^-6")
print(f"integral of h(x)/x^6 = {hint:.8f} (dimensionless)")
c = 1/alpha
print(f"1s remainder <c^2 h> = {rem[c]:.6e} Eh = {rem[c]*meV:.4f} meV")
print(f"1s 64Z^5/(15 pi c^3) = {64*Z**5/(15*np.pi*c**3):.6e} Eh, "
      f"-35Z^6/(16c^4) = {-35*Z**6/(16*c**4):.6e} Eh")
print(f"1s sum of these two = {64*Z**5/(15*np.pi*c**3) - 35*Z**6/(16*c**4):.6e} Eh")
for c in rem:
    print(f"c = {c:.1f} a.u.: remainder / leading term = {rem[c]*15*np.pi*c**3/(64*Z**5):.6f}")
print("all good")
```

It prints:

```
Li2+: Z = 3, alpha = 0.0072973526, c = 137.035999 a.u., 1 Eh = 27.211386 eV
1s E = -4.500000 Eh, <1/r> = 3.000000 a0^-1, <1/r^2> = 18.000000 a0^-2
1s 4E^2, 8EZ<1/r>, 4Z^2<1/r^2> = 81.0000, -324.0000, 648.0000 a0^-4
1s |psi(0)|^2 = 8.594367 a0^-3
1s <p^4> formula = 405.000000, momentum quadrature = 405.000000 a0^-4
1s pointwise = -243.000000, delta term = 648.000000 a0^-4
1s -alpha^2<p^4>/8 = -2.695850e-03 Eh = -73.3578 meV
1s same from pointwise part only = 1.617510e-03 Eh
2s E = -1.125000 Eh, <1/r> = 0.750000 a0^-1, <1/r^2> = 2.250000 a0^-2
2s 4E^2, 8EZ<1/r>, 4Z^2<1/r^2> = 5.0625, -20.2500, 81.0000 a0^-4
2s |psi(0)|^2 = 1.074296 a0^-3
2s <p^4> formula = 65.812500, momentum quadrature = 65.812500 a0^-4
2s pointwise = -15.187500, delta term = 81.000000 a0^-4
2s -alpha^2<p^4>/8 = -4.380756e-04 Eh = -11.9206 meV
2s same from pointwise part only = 1.010944e-04 Eh
2p E = -1.125000 Eh, <1/r> = 0.750000 a0^-1, <1/r^2> = 0.750000 a0^-2
2p 4E^2, 8EZ<1/r>, 4Z^2<1/r^2> = 5.0625, -20.2500, 27.0000 a0^-4
2p |psi(0)|^2 = 0.000000 a0^-3
2p <p^4> formula = 11.812500, momentum quadrature = 11.812500 a0^-4
2p pointwise = 11.812500, delta term = 0.000000 a0^-4
2p -alpha^2<p^4>/8 = -7.862895e-05 Eh = -2.1396 meV
2p same from pointwise part only = -7.862895e-05 Eh
1s tail 32Z^5/(pi n^3) = 2475.1777, 16Z^5/n^3 = 3888.0 a0^-5
2s tail 32Z^5/(pi n^3) = 309.3972, 16Z^5/n^3 = 486.0 a0^-5
1s P = 30 a0^-1: p^6 cut = 51686.1, minus slope*P = -22569.2, 128Z^7/(pi P) = 2970.2 a0^-6
1s P = 300 a0^-1: p^6 cut = 717335.3, minus slope*P = -25218.0, 128Z^7/(pi P) = 297.0 a0^-6
1s P = 3000 a0^-1: p^6 cut = 7400047.7, minus slope*P = -25485.3, 128Z^7/(pi P) = 29.7 a0^-6
1s -35 Z^6 = -25515.0 a0^-6
1s eps = 0.1 a0: int |grad g|^2 = 19489.4, 16Z^5/eps = 38880.0 a0^-6
1s eps = 0.01 a0: int |grad g|^2 = 363976.1, 16Z^5/eps = 388800.0 a0^-6
1s eps = 0.001 a0: int |grad g|^2 = 3862554.9, 16Z^5/eps = 3888000.0 a0^-6
1s pointwise p^6 integral (not the mean) = 3645.0 a0^-6
2p <r^-3> = 1.125000 a0^-3, <r^-4> = 3.375000 a0^-4
2p <p^6> position = 239.203125, momentum = 239.203125 a0^-6
integral of h(x)/x^6 = 0.13333333 (dimensionless)
1s remainder <c^2 h> = 1.238597e-04 Eh = 3.3704 meV
1s 64Z^5/(15 pi c^3) = 1.282452e-04 Eh, -35Z^6/(16c^4) = -4.522066e-06 Eh
1s sum of these two = 1.237231e-04 Eh
c = 137.0 a.u.: remainder / leading term = 0.965804
c = 1370.4 a.u.: remainder / leading term = 0.996485
c = 13703.6 a.u.: remainder / leading term = 0.999647
all good
```
